# Why MRCISD Is Not Size Consistent Although Its CAS Reference Is: a numerical check

```python
"""Result under test: a CAS reference is size consistent, but MRCISD built on it is not.
MRCISD keeps determinants with at most two electrons in external orbitals, counted over
the whole system.  Products of fragment excitations with more external electrons are lost.
Symbols, for one H2 molecule with CAS(2,2) in 6-31G:
  e      full-CI energy; psi = psi0 + chi, psi0 = part of psi inside the CAS space
  w      weight of chi in normalized psi
  D      energy of normalized psi0 minus e
  delta  MRCISD energy of N distant molecules minus N*e
Claim: 0 < delta <= N(N-1) w D / (1 + (N-1) w) for N > 1.
Energies in hartree (Eh); small differences are printed in microhartree (uEh)."""
from math import comb
import numpy as np
from scipy import sparse
from scipy.linalg import eigh, expm
from pyscf import gto, scf, mcscf, ao2mo
from pyscf.fci import direct_spin1, cistring

MICRO = 1.0e6
SEPARATION = 1000.0


def lowest(matrix):
    values, vectors = eigh(matrix, subset_by_index=[0, 0])
    return values[0], vectors[:, 0]


def determinant_hamiltonian(mol, orbitals, n_each_spin):
    """Full Hamiltonian matrix over all determinants with M_S = 0."""
    norb = orbitals.shape[1]
    nelec = (n_each_spin, n_each_spin)
    core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    one = orbitals.T @ core @ orbitals
    two = ao2mo.kernel(mol.intor('int2e', aosym='s8'), orbitals)
    combined = direct_spin1.absorb_h1e(one, two, norb, nelec, 0.5)
    nstr = comb(norb, n_each_spin)
    size = nstr * nstr
    matrix = np.empty((size, size))
    for k in range(size):
        unit = np.zeros(size)
        unit[k] = 1.0
        image = direct_spin1.contract_2e(combined, unit.reshape(nstr, nstr), norb, nelec)
        matrix[:, k] = np.asarray(image).ravel()
    return 0.5 * (matrix + matrix.T) + mol.energy_nuc() * np.eye(size)


def molecule(atoms):
    return gto.M(atom=atoms, basis='6-31g', unit='Bohr', verbose=0)


def casscf(mol, n_active, start=None):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    mc = mcscf.CASSCF(mf, n_active, n_active)
    mc.conv_tol = 1e-12
    mc.conv_tol_grad = 1e-6
    mc.max_cycle_macro = 100
    mc.kernel(mf.mo_coeff if start is None else start)
    return mc.e_tot, mc.mo_coeff


def monomer(bond):
    """CASSCF orbitals, and the Hamiltonian over gerade singlet functions of one H2."""
    mol = molecule([['H', (0, 0, -bond / 2)], ['H', (0, 0, bond / 2)]])
    e_casscf, orbitals = casscf(mol, 2)
    full = determinant_hamiltonian(mol, orbitals, 1)
    parity = [np.sign(orbitals[:2, i] @ orbitals[2:, i]) for i in range(4)]
    functions, external = [], []
    for i in range(4):
        for j in range(i, 4):
            if parity[i] == parity[j]:
                f = np.zeros((4, 4))
                f[i, j] = f[j, i] = 1.0
                functions.append(f.ravel() / np.linalg.norm(f))
                external.append(int(i > 1) + int(j > 1))
    basis = np.array(functions).T
    h = basis.T @ full @ basis
    external = np.array(external)
    e_fci, psi = lowest(h)
    assert len(external) == 6
    assert abs(e_fci - lowest(full)[0]) < 1e-9
    ref = external == 0
    e_cas, cas_vec = lowest(h[np.ix_(ref, ref)])
    assert abs(e_cas - e_casscf) < 1e-9
    w = np.sum(psi[~ref] ** 2)
    psi0 = psi[ref]
    D = psi0 @ h[np.ix_(ref, ref)] @ psi0 / (psi0 @ psi0) - e_fci
    coupling = [np.linalg.norm(h[np.ix_(external == k, ref)] @ cas_vec) for k in (1, 2)]
    weights = [np.sum(psi[external == k] ** 2) for k in (0, 1, 2)]
    return dict(orbitals=orbitals, h=h, external=external, e=e_fci, e_cas=e_cas,
                w=w, D=D, coupling=coupling, weights=weights)


def many_molecules(m, N):
    """MRCISD, Davidson-corrected and MR-ACPF energies of N non-interacting molecules."""
    dim = len(m['external'])
    total = sparse.csr_matrix((dim ** N, dim ** N))
    count = np.zeros(1, dtype=int)
    for k in range(N):
        left = sparse.identity(dim ** k)
        right = sparse.identity(dim ** (N - 1 - k))
        total = total + sparse.kron(sparse.kron(left, m['h']), right, format='csr')
        count = np.add.outer(count, m['external']).ravel()
    keep = np.flatnonzero(count <= 2)
    H = total.tocsr()[keep][:, keep].toarray()
    outside = count[keep] > 0
    energy, vector = lowest(H)
    e_ref = N * m['e_cas']
    davidson = energy + np.sum(vector[outside] ** 2) * (energy - e_ref)
    scale = np.where(outside, np.sqrt(N), 1.0)
    shifted = scale[:, None] * (H - e_ref * np.eye(len(keep))) * scale[None, :]
    acpf = e_ref + lowest(shifted)[0]
    return energy, davidson, acpf


def bound(m, N):
    return N * (N - 1) * m['w'] * m['D'] / (1 + (N - 1) * m['w'])


# One molecule
bond = 3.0
m = monomer(bond)
e, e_cas = m['e'], m['e_cas']
assert m['coupling'][0] < 1e-5 < m['coupling'][1]

# The real pair, in localized orbitals: active A, active B, external A, external B
pair = molecule([['H', (x, 0, z)] for x in (0.0, SEPARATION) for z in (-bond / 2, bond / 2)])
A, B = [0, 1, 4, 5], [2, 3, 6, 7]
C = np.zeros((8, 8))
C[:4, A] = m['orbitals']
C[4:, B] = m['orbitals']
H = determinant_hamiltonian(pair, C, 2)
strings = np.asarray(cistring.make_strings(range(8), 2))
occ = (strings[:, None] >> np.arange(8)) & 1
occ = (occ[:, None, :] + occ[None, :, :]).reshape(-1, 8)
ext_A, ext_B = occ[:, 4:6].sum(axis=1), occ[:, 6:8].sum(axis=1)
ext = ext_A + ext_B
neutral = occ[:, A].sum(axis=1) == 2
kept = ext <= 2
double_double = neutral & (ext == 4)
single_double = neutral & (ext == 3)
charge_transfer = ~kept & ~neutral


def energy_in(mask):
    return lowest(H[np.ix_(mask, mask)])[0]


pair_cas = energy_in(ext == 0)
pair_fci, Psi = lowest(H)
pair_ci, part = lowest(H[np.ix_(kept, kept)])
Phi = np.zeros(len(H))
Phi[kept] = part
delta = pair_ci - 2 * e

# The reference and full CI are size consistent, MRCISD is not
assert abs(pair_cas - 2 * e_cas) < 1e-9
assert abs(pair_fci - 2 * e) < 1e-9
assert delta > 1e-8

# Joint orbital optimization from disturbed orbitals returns to the separated result
rng = np.random.default_rng(1)
K = np.zeros((8, 8))
for block in (A, B):
    r = 0.05 * rng.standard_normal((4, 4))
    K[np.ix_(block, block)] = r - r.T
C_start = C @ expm(K)
act = C_start[:, :4]
start_energy = lowest(determinant_hamiltonian(pair, act, 2))[0]
pair_casscf = casscf(pair, 4, C_start)[0]
assert start_energy - 2 * e_cas > 1e-5
assert abs(pair_casscf - 2 * e_cas) < 1e-7

# Which missing determinants matter
with_dd = energy_in(kept | double_double)
with_sd = energy_in(kept | single_double)
with_products = energy_in(kept | double_double | single_double)
with_ct = energy_in(kept | charge_transfer)
assert abs(with_products - 2 * e) < 1e-9
assert abs(with_ct - pair_ci) < 1e-9
w0, w1, w2 = m['weights']
assert abs(np.sum(Psi[double_double] ** 2) - w2 ** 2) < 1e-9
assert abs(np.sum(Psi[single_double] ** 2) - 2 * w1 * w2) < 1e-9

# Error as the coupling between the missing part of Psi and the MRCISD state
image = H @ Phi
overlap = Psi @ Phi
share_dd = -(Psi[double_double] @ image[double_double]) / overlap
share_sd = -(Psi[single_double] @ image[single_double]) / overlap
assert abs(share_dd + share_sd - delta) < 1e-9
assert share_dd > 0.5 * delta

# Growth with the number of molecules, and the two corrections
rows = []
e_q1 = many_molecules(m, 1)[1]
for N in (1, 2, 3, 4, 6):
    ci, dav, acpf = many_molecules(m, N)
    d = ci - N * e
    rows.append((N, d, bound(m, N), dav - N * e, dav - N * e_q1, acpf - N * e))
    if N == 1:
        assert abs(d) < 1e-10
        continue
    assert 0.8 * bound(m, N) < d <= bound(m, N) + 1e-10
    assert abs(dav - N * e_q1) < 0.25 * d
    assert abs((dav - N * e) / (-N * m['w'] * m['D']) - 1) < 0.25
    assert abs(acpf - N * e) < 0.25 * d
    if N == 2:
        assert abs(d - delta) < 1e-9
        d2 = d
    assert abs(d / d2 / (N * (N - 1) / 2) - 1) < 0.05

print(f"H-H distance {bond:.1f} bohr, pair separation {SEPARATION:.0f} bohr, basis 6-31G")
print("One molecule")
print(f"  CASSCF(2,2) energy          {e_cas:.9f} Eh")
print(f"  MRCISD = full-CI energy     {e:.9f} Eh")
print(f"  CASSCF minus full CI        {(e_cas - e) * MICRO:.3f} uEh")
print(f"  D                           {m['D'] * MICRO:.3f} uEh")
print(f"  weights, 0/1/2 external     {w0:.8f} {w1:.3e} {w2:.3e}")
print(f"  total external weight w     {m['w']:.6e}")
print(f"  CAS coupling to singles     {m['coupling'][0]:.1e} Eh")
print(f"  CAS coupling to doubles     {m['coupling'][1]:.6f} Eh")
print("Determinants of the pair (M_S = 0)")
print(f"  all {len(H)}, CAS {np.sum(ext == 0)}, MRCISD {kept.sum()}, missing {np.sum(~kept)}")
print(f"  missing double x double     {double_double.sum()}")
print(f"  missing single x double     {single_double.sum()}")
print(f"  missing charge transfer     {charge_transfer.sum()}")
print("Pair energies")
print(f"  CAS(4,4)                    {pair_cas:.9f} Eh")
print(f"  CAS(4,4), disturbed start   {start_energy:.9f} Eh")
print(f"  CASSCF(4,4), reoptimized    {pair_casscf:.9f} Eh")
print(f"  twice one-molecule CASSCF   {2 * e_cas:.9f} Eh")
print(f"  MRCISD                      {pair_ci:.9f} Eh")
print(f"  full CI                     {pair_fci:.9f} Eh")
print(f"  twice one-molecule MRCISD   {2 * e:.9f} Eh")
print("Pair energy minus twice one-molecule full CI")
print(f"  MRCISD (delta)              {delta * MICRO:.4f} uEh")
print(f"  + double x double           {(with_dd - 2 * e) * MICRO:.4f} uEh")
print(f"  + single x double           {(with_sd - 2 * e) * MICRO:.4f} uEh")
print(f"  + both product classes      {abs(with_products - 2 * e) * MICRO:.4f} uEh (size)")
print(f"  + charge transfer only      {(with_ct - 2 * e) * MICRO:.4f} uEh")
print(f"Identity: double x double     {share_dd * MICRO:.4f} uEh")
print(f"Identity: single x double     {share_sd * MICRO:.4f} uEh")
print("N molecules, all in uEh; +Q = Davidson-corrected MRCISD")
print("  N   delta     bound     +Q-N*FCI  +Q-N*(+Q of one)  ACPF-N*FCI")
for N, *vals in rows:
    v = [x * MICRO + 0.0 for x in vals]
    v = [0.0 if abs(x) < 5e-5 else x for x in v]
    print(f"  {N} {v[0]:9.4f} {v[1]:9.4f} {v[2]:10.4f} {v[3]:12.4f} {v[4]:14.4f}")

# Dependence on the bond length
print("Bond scan: R (bohr), D (uEh), w, pair delta (uEh), bound (uEh)")
for R in (1.4, 2.0, 3.0, 4.0):
    s = m if R == bond else monomer(R)
    d = many_molecules(s, 2)[0] - 2 * s['e']
    assert 0.8 * bound(s, 2) < d <= bound(s, 2) + 1e-10
    print(f"  {R:.1f} {s['D'] * MICRO:10.3f} {s['w']:.4e} {d * MICRO:9.4f}"
          f" {bound(s, 2) * MICRO:9.4f}")

print("all tests passed")
```

Printed output:

```
H-H distance 3.0 bohr, pair separation 1000 bohr, basis 6-31G
One molecule
  CASSCF(2,2) energy          -1.044046979 Eh
  MRCISD = full-CI energy     -1.044709025 Eh
  CASSCF minus full CI        662.046 uEh
  D                           670.281 uEh
  weights, 0/1/2 external     0.99971093 4.934e-06 2.841e-04
  total external weight w     2.890748e-04
  CAS coupling to singles     2.9e-07 Eh
  CAS coupling to doubles     0.039272 Eh
Determinants of the pair (M_S = 0)
  all 784, CAS 36, MRCISD 556, missing 228
  missing double x double     18
  missing single x double     80
  missing charge transfer     130
Pair energies
  CAS(4,4)                    -2.088093959 Eh
  CAS(4,4), disturbed start   -2.057997570 Eh
  CASSCF(4,4), reoptimized    -2.088093959 Eh
  twice one-molecule CASSCF   -2.088093959 Eh
  MRCISD                      -2.089417664 Eh
  full CI                     -2.089418051 Eh
  twice one-molecule MRCISD   -2.089418051 Eh
Pair energy minus twice one-molecule full CI
  MRCISD (delta)              0.3863 uEh
  + double x double           0.0108 uEh
  + single x double           0.3836 uEh
  + both product classes      0.0000 uEh (size)
  + charge transfer only      0.3863 uEh
Identity: double x double     0.3809 uEh
Identity: single x double     0.0055 uEh
N molecules, all in uEh; +Q = Davidson-corrected MRCISD
  N   delta     bound     +Q-N*FCI  +Q-N*(+Q of one)  ACPF-N*FCI
  1    0.0000    0.0000    -0.1914       0.0000         0.0000
  2    0.3863    0.3874    -0.3783       0.0045         0.0038
  3    1.1584    1.1619    -0.5600       0.0141         0.0114
  4    2.3153    2.3231    -0.7359       0.0296         0.0229
  6    5.7815    5.8045    -1.0677       0.0806         0.0571
Bond scan: R (bohr), D (uEh), w, pair delta (uEh), bound (uEh)
  1.4   5436.154 2.7097e-03   29.2889   29.3813
  2.0   2837.730 1.2955e-03    7.3247    7.3433
  3.0    670.281 2.8907e-04    0.3863    0.3874
  4.0    116.097 5.1376e-05    0.0119    0.0119
all tests passed
```
